# Why converged quasiparticle self-consistent GW energies need no renormalization factor

**Question.** A linearized one-shot GW calculation multiplies the self-energy correction by a renormalization factor $Z$, which allows for the energy dependence of the self-energy. Quasiparticle self-consistent GW (QSGW) uses the same kind of energy-dependent self-energy, yet its converged eigenvalues are taken as quasiparticle energies without any $Z$. Why is this allowed, and has $Z$ become equal to one?

**Answer.** $Z$ has not become one. It multiplies a difference: the self-energy at an eigenvalue minus the static potential that produced that eigenvalue. QSGW chooses the static potential so that, at convergence, this difference is zero on the diagonal. A finite factor times zero is zero, whatever the factor.

## What the factor corrects

Let $T=h+J$ be the sum of the one-electron Hamiltonian $h$ (kinetic energy and nuclear attraction) and the Hartree potential $J$. Let $\Sigma(\omega)$ be the GW self-energy, exchange included. In the diagonal approximation, the quasiparticle energy of orbital $\varphi_i$ solves

$$
\omega=T_{ii}+\mathrm{Re}\,\Sigma_{ii}(\omega).
$$

The unknown stands on both sides. Suppose that $\varphi_i$ and $\varepsilon_i$ come from a Hamiltonian $T+V$ with a static potential $V$, and that $T$ is built from the density of these same orbitals. Then $\varepsilon_i=T_{ii}+V_{ii}$. Subtracting this from the quasiparticle equation gives

$$
\omega-\varepsilon_i=\mathrm{Re}\,\Sigma_{ii}(\omega)-V_{ii}.
$$

Now expand the self-energy to first order about $\varepsilon_i$. With $\Delta=\omega-\varepsilon_i$ and $\Sigma'_{ii}=\partial\,\mathrm{Re}\,\Sigma_{ii}/\partial\omega$ at $\varepsilon_i$,

$$
\Delta\simeq r_i+\Sigma'_{ii}\Delta,\qquad
r_i=\mathrm{Re}\,\Sigma_{ii}(\varepsilon_i)-V_{ii}.
$$

Collecting the terms in $\Delta$ on the left gives $(1-\Sigma'_{ii})\Delta=r_i$, hence

$$
\omega\simeq\varepsilon_i+Z_ir_i,\qquad
Z_i=\frac{1}{1-\Sigma'_{ii}} .
$$

The two factors have different jobs. The residual $r_i$ says how far the static potential misses the self-energy at the starting eigenvalue. $Z_i$ allows for the change of the self-energy while the energy moves from $\varepsilon_i$ to the solution. If there is no distance to move, there is nothing to allow for.

## How QSGW removes the residual

QSGW replaces the dynamic self-energy by the static potential

$$
V_{ij}=\tfrac12\,\mathrm{Re}\left[\Sigma_{ij}(\varepsilon_i)+\Sigma_{ij}(\varepsilon_j)\right].
$$

For complex orbitals, Re means the Hermitian part, $(\Sigma+\Sigma^\dagger)/2$; its diagonal is the ordinary real part of $\Sigma_{ii}$. An off-diagonal element joins two orbitals with different energies, so the rule averages over both. A diagonal element has one energy. Setting $j=i$ gives

$$
V_{ii}=\tfrac12\,\mathrm{Re}\left[\Sigma_{ii}(\varepsilon_i)+\Sigma_{ii}(\varepsilon_i)\right]
=\mathrm{Re}\,\Sigma_{ii}(\varepsilon_i).
$$

If the eigenpairs used on the right are also the eigenpairs of $T+V$, then $r_i=0$ and

$$
\varepsilon_i=T_{ii}+\mathrm{Re}\,\Sigma_{ii}(\varepsilon_i).
$$

This is the original diagonal equation with $\omega=\varepsilon_i$. The eigenvalue therefore solves the nonlinear equation, not just its linearized form. The linearized correction vanishes for any finite $Z_i$, that is, whenever $\Sigma'_{ii}\ne1$.

The condition on the eigenpairs is the self-consistency. During the iteration, a Hamiltonian $H^{\rm in}$ supplies orbitals and energies, and these define a new $H^{\rm out}=T+V$. In the eigenbasis of $H^{\rm in}$ the residual is

$$
r_i=H^{\rm out}_{ii}-H^{\rm in}_{ii}=H^{\rm out}_{ii}-\varepsilon_i .
$$

This form also covers a change of the Hartree potential. It is generally non-zero until output and input agree. Using the QSGW formula once is therefore not enough.

## Why Z stays below one

In a finite basis, $W$ has discrete excitation energies $\Omega_\nu$, and the correlation self-energy is a sum of poles. To see where they lie, take $\omega$ in the gap and put $x=\omega-\varepsilon_m$ for an orbital $m$ in $G$. One excitation of $W$ contributes, apart from its squared coupling,

$$
-\frac1{2\pi}\int_{-\infty}^{\infty}d\omega'\,
\frac{x}{x^2+\omega'^2}\,\frac{-2\Omega_\nu}{\Omega_\nu^2+\omega'^2}
=\frac{x}{|x|}\,\frac1{|x|+\Omega_\nu}.
$$

Here the part of $1/(x+i\omega')$ that is odd in $\omega'$ has dropped out, and the integral of $1/[(x^2+\omega'^2)(\Omega_\nu^2+\omega'^2)]$ is $\pi/[|x|\Omega_\nu(|x|+\Omega_\nu)]$. For an occupied orbital $x>0$, and the result is $1/(\omega-\varepsilon_m+\Omega_\nu)$. For an empty one $x<0$, and it is $1/(\omega-\varepsilon_m-\Omega_\nu)$. The poles thus lie at $\varepsilon_m-\Omega_\nu$ and $\varepsilon_m+\Omega_\nu$ respectively.

Number the poles by $s$, with positions $p_s$ and real couplings $w_s$, and let $F_{ii}$ be $T_{ii}$ plus exchange. The diagonal equation becomes

$$
\omega=F_{ii}+\sum_s\frac{w_s^2}{\omega-p_s}.
$$

The same equation follows from an ordinary eigenvalue problem in which orbital $i$ is coupled to one auxiliary level per pole:

$$
F_{ii}c_0+\sum_sw_sc_s=\omega c_0,\qquad
w_sc_0+p_sc_s=\omega c_s .
$$

The second relation gives $c_s=w_sc_0/(\omega-p_s)$, and inserting this in the first restores the diagonal equation. Normalization then requires

$$
1=c_0^2\left[1+\sum_s\frac{w_s^2}{(\omega-p_s)^2}\right]
=c_0^2\,(1-\Sigma'_{ii}),
$$

so $c_0^2=Z_i$. The factor is the share of the orbital in the quasiparticle state; the remainder belongs to the other solutions, the satellites. For such sharp poles it is below one as soon as any coupling is non-zero; if the poles are smoothed, as in the example below, this can fail for an orbital that lies close to a pole. Self-consistency fixes the position of the quasiparticle solution and does not remove these couplings. The energy needs no $Z$, but the strength of the peak in the diagonal spectral function still does.

## The HF molecule

Take hydrogen fluoride at a bond length of 0.92 Å, with all electrons, the cc-pVDZ basis (19 orbitals) and direct-RPA screening. Each pole term $1/x$, where $x$ is now the distance to the pole, is replaced by $x/(x^2+\eta^2)$ with $\eta=2.721$ eV. This smooths the self-energy where an orbital energy falls close to a pole.

At the Hartree–Fock starting point, the highest occupied orbital (HOMO) has $\varepsilon=-17.1048$ eV and $Z=0.9557$. Adding the whole residual, as if $Z$ were one, gives $-15.4564$ eV, so

$$
r=-15.4564+17.1048=1.6484\ \text{eV}.
$$

The linearized energy is

$$
-17.1048+0.9557\times1.6484=-15.529\ \text{eV},
$$

and the nonlinear root is $-15.528$ eV. Leaving out $Z$ misses this root by 0.072 eV, while the linearized formula misses it by about 0.001 eV. Here the factor does useful work because the residual is large.

At the converged QSGW point, $\varepsilon=-15.6422$ eV and $Z=0.9526$. The slope of the self-energy follows from the definition of $Z$:

$$
\Sigma'=1-\frac1{0.9526}=-0.050 .
$$

The self-energy is thus as energy-dependent as before; at the start the slope was $-0.046$. But the residual is now $-7.7\times10^{-9}$ eV. The linearized energy, the energy with $Z=1$ and the nonlinear root all equal $-15.6422$ eV. The same holds for the lowest unoccupied orbital (LUMO), where all three equal 4.7729 eV and $Z=0.9904$.

Because the residual also serves to judge convergence, its smallness needs a separate test. The self-energy was therefore recomputed as an integral of $G$ times $W$ over complex frequencies, with $W$ obtained by matrix inversion instead of from the RPA excitations. The Fock matrix was also built separately. Their sum at the HOMO eigenvalue differs from that eigenvalue by $-7.7\times10^{-9}$ eV, in agreement with the residual.

## What happens before convergence

In each step, 0.4 of the difference $H^{\rm out}-H^{\rm in}$ is added to the Hamiltonian. To first order, the HOMO should move in the first step by $0.4\times1.6484=0.659$ eV, to $-16.445$ eV. The calculation gives $-16.446$ eV. After four steps the residual is still 0.16 eV; after eight it is 0.015 eV, and after sixteen it is $-0.0004$ eV. It changes sign at step 13, where the eigenvalue is still 0.001 eV from its final value and the largest element of $H^{\rm out}-H^{\rm in}$ is 0.026 eV. One vanishing residual is not convergence; the whole matrix must agree.

Could the iteration be stopped early and the rest supplied by $Z$? At step 8 the eigenvalue is $-15.6523$ eV. With $Z\simeq0.95$, the correction gives

$$
-15.6523+0.95\times0.015\simeq-15.638\ \text{eV},
$$

which is 0.004 eV above the converged value. The starting point shows the same on a larger scale: its nonlinear root, $-15.528$ eV, lies 0.114 eV above the QSGW energy. Even an accurate solution of the diagonal equation belongs to the orbitals and energies from which $G$ and $W$ were built. Self-consistency changes those as well, and here the two changes pull in opposite directions. With the Hartree–Fock orbitals held fixed, iterating the energies in $G$ and $W$ raises the HOMO to $-15.416$ eV, whereas the QSGW orbitals combined with the starting energies give a root at $-15.743$ eV.

## Which part of the recipe matters

Self-consistency alone does not make the correction vanish. To see this, let every element of $\Sigma$ be sampled at midgap, halfway between HOMO and LUMO, and iterate again. This also converges, but to a potential with $V_{ii}=\mathrm{Re}\,\Sigma_{ii}(\omega_{\rm mid})$, so that

$$
r_i=\mathrm{Re}\,\Sigma_{ii}(\varepsilon_i)-\mathrm{Re}\,\Sigma_{ii}(\omega_{\rm mid}).
$$

The self-energy falls with energy between the HOMO and midgap, so this residual is positive. The calculation gives $\varepsilon=-16.3534$ eV, $r=0.450$ eV and $Z=0.9550$. The factor is needed again:

$$
-16.3534+0.9550\times0.4498=-15.924\ \text{eV}.
$$

This agrees with the nonlinear root, $-15.924$ eV, whereas $Z=1$ gives $-15.904$ eV.

In a second control, the diagonal is sampled at its own eigenvalues and only the off-diagonal elements are moved to midgap. The HOMO residual falls to $8.1\times10^{-8}$ eV, and the three energies coincide again. The energy at which the diagonal is sampled therefore decides whether $Z$ is needed.

They coincide at $-15.890$ eV, however, which is 0.248 eV below the QSGW result (between 0.23 and 0.27 eV for $\eta$ from 5.4 down to 0.7 eV). A vanishing correction does not single out one static potential. The off-diagonal elements shape the orbitals, and through them the density, the screening and the eigenvalues. Two schemes can each be free of $Z$ and still disagree.

## What the diagonal argument leaves out

The full quasiparticle equation uses the whole matrix $H(\omega)=T+\mathrm{Re}\,\Sigma(\omega)$. In the QSGW eigenbasis $T_{ij}+V_{ij}=0$ for $i\ne j$. At $\omega=\varepsilon_i$ the off-diagonal element that remains is

$$
\begin{aligned}
\delta_{ij}&=T_{ij}+\mathrm{Re}\,\Sigma_{ij}(\varepsilon_i)
=\mathrm{Re}\,\Sigma_{ij}(\varepsilon_i)-V_{ij}\\
&=\tfrac12\,\mathrm{Re}\left[\Sigma_{ij}(\varepsilon_i)-\Sigma_{ij}(\varepsilon_j)\right].
\end{aligned}
$$

This is generally not zero. To find its effect, let $\delta$ be the column of these elements, $H_{\rm rest}$ the block of the other orbitals, and $c_{\rm rest}$ their amplitudes. Their equations read $(\omega-H_{\rm rest})c_{\rm rest}=\delta c_i$. Solving for $c_{\rm rest}$ and inserting it in the equation for orbital $i$ gives

$$
\omega=H_{ii}(\omega)+\delta^{T}(\omega-H_{\rm rest})^{-1}\delta .
$$

Put $\omega=\varepsilon_i+\Delta$. Since $H_{ii}(\varepsilon_i)=\varepsilon_i$, the first term is $\varepsilon_i+\Sigma'_{ii}\Delta$ to first order. The second is already quadratic in $\delta$, so it may be evaluated at $\varepsilon_i$, provided no level of $H_{\rm rest}$ that couples to orbital $i$ lies close to $\varepsilon_i$. Therefore

$$
\Delta\simeq Z_i\,\delta^{T}(\varepsilon_i-H_{\rm rest})^{-1}\delta .
$$

Here $Z$ returns, because there is again a distance to move. The HOMO of HF is one of a degenerate pair; its partner does not couple to it by symmetry and is left out of the block. The largest element of $\delta$ is about 0.6 eV (its exact value depends on how the degenerate pairs are oriented; the output shows 0.565 eV), and the most strongly coupled level lies about 54 eV away. The formula gives a shift of only $-0.0081$ eV, and the root of the full matrix gives the same to this accuracy. The shift is small because it is quadratic in $\delta$ and divided by the energy distances to the other orbitals.

The cancellation is also lost if the self-energy is changed after convergence, for example by using another $\eta$ or another basis while the old $V$ is kept. Removing $\eta$ at fixed orbitals moves the diagonal root for the HOMO by $+0.0042$ eV. This is small although $\eta$ is not. In direct RPA the squares $\Omega_\nu^2$ are the eigenvalues of a matrix: the squared orbital energy differences on the diagonal, plus the Coulomb coupling between electron–hole pairs. This coupling is positive semidefinite and cannot lower the eigenvalues, so no $\Omega_\nu$ lies below the orbital gap of $4.773+15.642=20.415$ eV. The poles are at least this far from the HOMO, and each term changes by less than $(2.721/20.415)^2=1.8\%$ of its value. This bound does not extend to deep or high orbitals, which may lie near poles; for four high orbitals the smoothed slope is positive and $Z$ lies between 1.01 and 1.40, so it is no longer a pole weight. Nor does the bound cover a new self-consistent solution. Converged again with $\eta=5.44$, $1.36$ and $0.68$ eV, the HOMO lies at $-15.668$, $-15.627$ and $-15.613$ eV and the LUMO at 4.784, 4.739 and 4.715 eV. The converged energies thus depend on $\eta$ by several hundredths of an eV, and their further digits serve only to show the cancellation.

Finally, the diagonal equation can have several roots. Without $\eta$, the difference between its left and right sides rises from $-\infty$ to $+\infty$ between neighbouring poles with non-zero coupling, so each such interval holds a root. QSGW makes $\varepsilon_i$ a root of the equation with the self-energy it used, here the smoothed one. For the HOMO this is the main sharp root to 0.004 eV. For the orbitals at 65.1 and 114.1 eV the main sharp root lies 1.0 and 2.4 eV lower and carries a weight of only 0.40 and 0.35. The argument does not prove that the self-consistent solution is unique.

## How far the number describes real HF

The chosen bond length is close to that of the real molecule, and the measured ionization energy is roughly 16 eV. The model value, minus the HOMO energy, is 15.6 eV. This nearness is not evidence of accuracy, because the neglected effects are larger than the difference. With the bond length and $\eta$ held fixed, adding diffuse functions (aug-cc-pVDZ) lowers the HOMO by 0.62 eV, and the larger cc-pVTZ basis lowers it by 0.67 eV; aug-cc-pVTZ lowers it by 0.84 eV, so neither shift is the basis limit. The leading interaction term missing from GW, second-order exchange with an unscreened interaction, is $-0.83$ eV at fixed orbitals. It is not a correction to be added, and it gives neither the size nor the sign of the net error: in the same cc-pVDZ basis, the CCSD(T) energy difference between ion and molecule is 15.4 eV, about 0.2 eV below the QSGW value, whereas this term alone would raise it to 16.5 eV. Relativity and nuclear motion are also left out.

The LUMO needs more caution. Its energy is positive, so it is not a bound state for an added electron but a continuum state confined by the finite basis. Diffuse functions lower it by 3.92 eV, and 4.77 eV should not be read as an electron affinity.

These shifts exceed the 0.072 eV that $Z$ was worth at the Hartree–Fock start. That figure and $Z$ itself also depend on the basis. In aug-cc-pVDZ, cc-pVTZ and aug-cc-pVTZ the starting $Z$ of the HOMO is 0.934, 0.944 and 0.932, and setting it to one misses the root by 0.125, 0.078 and 0.103 eV. The converged $Z$ is 0.926 in aug-cc-pVDZ and 0.940 in cc-pVTZ; there the off-diagonal shift is $-0.007$ and $-0.006$ eV, and removing $\eta$ at fixed orbitals gives $+0.012$ and $+0.006$ eV. The vanishing correction shows that the eigenvalue agrees with its own self-energy; it does not show that the self-energy, or the basis, is good. In a crystal the cancellation of the diagonal correction follows by the same algebra for the band matrix at each wave vector. The reading of $Z$ as a weight and the count of roots were derived here for discrete sharp poles only, and the sizes found for this molecule do not carry over. The numerical output below gives the values for both orbitals, the iteration and the two controls.

## Values computed for the example and the checks

```
HF molecule, cc-pVDZ: bond 0.92 angstrom, 19 orbitals
regularization ETA = 2.721 eV
Hartree-Fock start (eV; Z has no unit):
 HOMO: eigenvalue -17.1048, residual 1.6e+00, Z 0.9557
  linearized -15.5295, Z=1 -15.4564, nonlinear root -15.5283
 LUMO: eigenvalue 4.9851, residual -2.3e-01, Z 0.9921
  linearized 4.7557, Z=1 4.7538, nonlinear root 4.7557
converged QSGW (eV; Z has no unit):
 HOMO: eigenvalue -15.6422, residual -7.7e-09, Z 0.9526
  linearized -15.6422, Z=1 -15.6422, nonlinear root -15.6422
 LUMO: eigenvalue 4.7729, residual 2.4e-09, Z 0.9904
  linearized 4.7729, Z=1 4.7729, nonlinear root 4.7729
HOMO during iteration (eV):
 step 0: eigenvalue -17.1048, residual 1.6e+00
 step 1: eigenvalue -16.4458, residual 8.9e-01
 step 2: eigenvalue -16.0912, residual 4.9e-01
 step 4: eigenvalue -15.7830, residual 1.6e-01
 step 8: eigenvalue -15.6523, residual 1.5e-02
 step 16: eigenvalue -15.6415, residual -3.6e-04
 step 51: eigenvalue -15.6422, residual -7.7e-09
Fock + Re Sigma_c at the QSGW eigenvalue, by quadrature (eV):
 HOMO: -15.6422, minus eigenvalue -7.7e-09
 LUMO: 4.7729, minus eigenvalue 2.4e-09
Control, diagonal own, rest midgap, HOMO (eV):
 eigenvalue -15.8900, residual 8.1e-08, Z 0.9535
 linearized -15.8900, Z=1 -15.8900, nonlinear root -15.8900
Control, all elements midgap, HOMO (eV):
 eigenvalue -16.3534, residual 4.5e-01, Z 0.9550
 linearized -15.9239, Z=1 -15.9036, nonlinear root -15.9238
HOMO pole weight from 1331 explicit levels: 0.9523
Z from the slope at the same root: 0.9523
Neglected effects on the HOMO energy (eV):
 regularization removed, fixed orbitals: +0.0042
 off-diagonal dynamics, full matrix: -0.00809
 same, second-order formula: -0.00808
 largest off-diagonal mismatch: 0.5653
 bare second-order exchange (vertex): -0.827
 basis aug-cc-pvdz (32 orbitals): -0.62
  LUMO changes by -3.92
 basis cc-pvtz (44 orbitals): -0.67
  LUMO changes by -1.24
```
